# Energy gain of a one-dimensional electron gas with G = 2k_F

**Q.** You say that a weak periodic potential lowers the energy of a one-dimensional electron gas. Which gas, which potential, and lower than what?

**A.** The electrons are independent, have spin 1/2, and fill the lowest levels at zero temperature. Their number per length $n$ is held fixed. I use atomic units, $\hbar=m=1$, in the algebra, so a free electron has energy $\epsilon_k=k^2/2$. Without the potential the states $|k|<k_F$ are filled, with $E_F=k_F^2/2$ and Fermi velocity $v_F=k_F$. The potential is

$$U(x)=2V\cos(Gx)=V\left(e^{iGx}+e^{-iGx}\right),\qquad G=2k_F .$$

Here $V$ is the matrix element between plane waves whose wavenumbers differ by $G$. It is half the amplitude of the cosine. The mean of $U$ is zero, so there is no first-order shift. I compare the total electron energy per length with and without $U$, and call the free value minus the perturbed value the gain, $\Delta E/L$. A positive gain means that the potential lowers the energy.

**Q.** The potential couples $k$ to $k+G$ as well as to $k-G$. Why should two waves be enough?

**A.** Take $k>0$ and measure it from the zone boundary, $k=k_F-q$ with $0\le q\le k_F$. Then $k-G=-(k_F+q)$, and the two free energies are

$$\epsilon_k=\tfrac12(k_F-q)^2,\qquad \epsilon_{k-G}=\tfrac12(k_F+q)^2 .$$

Their difference is $2k_Fq$, which vanishes at the boundary. The wave $k+G$ lies above $k$ by

$$\tfrac12\left[(k+2k_F)^2-k^2\right]=2k_F^2+2k_Fk ,$$

which is never less than $4E_F$. Near the boundary the coupling to $k-G$ therefore dominates. Deep in the band it does not, and the two-wave model is an approximation there. What it misses has to be computed separately. For $k<0$ the partner is $k+G$, and the energies are the mirror image.

**Q.** Then give me the lower band.

**A.** The two-wave matrix has $\epsilon_k$ and $\epsilon_{k-G}$ on the diagonal and $V$ off it. The mean of the diagonal entries is $(k_F^2+q^2)/2$ and half their difference is $k_Fq=v_Fq$. The eigenvalues of a symmetric $2\times2$ matrix are the mean plus or minus the root of the squared half-difference plus the squared coupling:

$$E_\pm(q)=\tfrac12(k_F^2+q^2)\pm\sqrt{v_F^2q^2+V^2}.$$

For $V\to0$ the lower one becomes $\tfrac12(k_F^2+q^2)-k_Fq=\tfrac12(k_F-q)^2$, the free energy of the wave $k$, as it should. The sign of $V$ drops out. Reversing it shifts the potential by half a period.

**Q.** You are about to fill the whole lower band. Does the fixed density allow that, and are those the lowest levels?

**A.** First the count. The lower band has one state for each $k$ between $-k_F$ and $k_F$. With $1/(2\pi)$ states per unit length and wavenumber, and two spins, it holds

$$2\cdot\frac{2k_F}{2\pi}=\frac{2k_F}{\pi}=n$$

electrons per length. The period is $2\pi/G=\pi/k_F$, so this is two electrons per period.

Next the order of the levels. The slope of the lower band is

$$\frac{dE_-}{dq}=q\left(1-\frac{k_F^2}{\sqrt{k_F^2q^2+V^2}}\right).$$

The bracket grows with $q$, so for $|V|<k_F^2$ the energy first falls and then rises, and its maximum lies at an end of the interval. At $q=0$ it is $E_F-|V|$. At $q=k_F$ it is $k_F^2-\sqrt{k_F^4+V^2}$, which is negative. For $|V|<E_F$ the top of the band is therefore $E_F-|V|$. The upper band rises with $q$ from $E_F+|V|$. The bands are separated by a gap $2|V|$, and the lower one is full.

The slight rise near $q=k_F$, that is near $k=0$, is an artefact: there $k+G$ is as close in energy as $k-G$, and the model keeps only one of them.

**Q.** Write the gain as an integral, and show me each factor of two.

**A.** One state gains

$$\epsilon_k-E_-=\tfrac12(k_F-q)^2-\tfrac12(k_F^2+q^2)+\sqrt{v_F^2q^2+V^2}=\sqrt{v_F^2q^2+V^2}-v_Fq .$$

There are two spins, two signs of $k$, and a density of states $1/(2\pi)$, so the factor is $2\cdot2/(2\pi)=2/\pi$:

$$\frac{\Delta E}{L}=\frac2\pi\int_0^{k_F}\left[\sqrt{v_F^2q^2+V^2}-v_Fq\right]dq .$$

With $x=v_Fq$ we have $dq=dx/v_F$, and the upper limit becomes $w=v_Fk_F=2E_F$:

$$\frac{\Delta E}{L}=\frac{2}{\pi v_F}\int_0^{w}\left[\sqrt{x^2+V^2}-x\right]dx .$$

**Q.** Do the integral without quoting it from a table.

**A.** Let $I=\int_0^w\sqrt{x^2+V^2}\,dx$. Integration by parts gives

$$I=w\sqrt{w^2+V^2}-\int_0^w\frac{x^2}{\sqrt{x^2+V^2}}\,dx .$$

Write $x^2=(x^2+V^2)-V^2$ in the numerator. The first part returns $I$. The second is $V^2\int_0^w dx/\sqrt{x^2+V^2}=V^2\,\mathrm{arsinh}(w/|V|)$. Hence

$$2I=w\sqrt{w^2+V^2}+V^2\,\mathrm{arsinh}\frac{w}{|V|}.$$

Subtracting $\int_0^wx\,dx=w^2/2$ leaves

$$I-\frac{w^2}{2}=\frac12\left[w\left(\sqrt{w^2+V^2}-w\right)+V^2\,\mathrm{arsinh}\frac{w}{|V|}\right].$$

The first term is a small difference of large numbers. Multiplying and dividing by the sum of the two terms gives $\sqrt{w^2+V^2}-w=V^2/(\sqrt{w^2+V^2}+w)$. Both terms now carry $V^2$, and the factor $1/2$ cancels the 2 in front of the integral:

$$\frac{\Delta E}{L}=\frac{V^2}{\pi v_F}B,\qquad B=\frac{w}{\sqrt{w^2+V^2}+w}+\mathrm{arsinh}\frac{w}{|V|}.$$

This is the full two-wave result for $|V|<E_F$.

**Q.** What is left when the potential is weak?

**A.** Put $\eta=V^2/w^2\ll1$, so that $\sqrt{w^2+V^2}\approx w(1+\eta/2)$. The first term of $B$ is

$$\frac{1}{2+\eta/2}\approx\frac12-\frac\eta8 .$$

For the second, $\mathrm{arsinh}\,y=\ln(y+\sqrt{y^2+1})$ gives

$$\mathrm{arsinh}\frac{w}{|V|}\approx\ln\frac{w(2+\eta/2)}{|V|}\approx\ln\frac{2w}{|V|}+\frac\eta4 .$$

The sum has the correction $\eta/8$. With $w=2E_F$ and $\eta=V^2/(4E_F^2)$,

$$B\approx\ln\frac{4E_F}{|V|}+\frac12+\frac{V^2}{32E_F^2}.$$

Since $\ln(4E_F/|V|)=\ln(E_F/|V|)+\ln4$, the part that grows without limit as $V\to0$ is $\ln(E_F/|V|)$. With $\hbar$ restored, the leading gain is

$$\frac{\Delta E}{L}\simeq\frac{V^2}{\pi\hbar v_F}\ln\frac{E_F}{|V|}.$$

**Q.** You have thrown away $\ln4+\tfrac12\approx1.89$. That is not small.

**A.** It is small only compared with a large logarithm. The leading term is a fraction

$$\frac{\ln(E_F/|V|)}{\ln(E_F/|V|)+1.89}$$

of the two-wave gain. This tends to 1, but very slowly. Integrating the gain per state at high precision gives a fraction of 0.55 at $|V|/E_F=10^{-1}$, 0.71 at $10^{-2}$, 0.91 at $10^{-8}$ and 0.97 at $10^{-30}$. The leading law tells how the gain behaves as $V\to0$. For a number at ordinary coupling, the constant must be kept.

**Q.** Ordinary second-order perturbation theory gives an energy proportional to $V^2$. Where does a logarithm come from?

**A.** From adding up second-order terms whose denominators go to zero. For $x=v_Fq\gg|V|$, expanding the root gives

$$\sqrt{x^2+V^2}-x\approx\frac{V^2}{2x},$$

which is the second-order shift, because $2x$ is the energy difference of the two waves. Its contribution to $B$ between $x_1$ and $x_2$ is

$$\frac{2}{V^2}\int_{x_1}^{x_2}\frac{V^2}{2x}\,dx=\ln\frac{x_2}{x_1}.$$

Each factor of ten in $x$ thus contributes $\ln10=2.3026$. Carried down to $x=0$, the integral would diverge. The two-wave root prevents this: at $x=0$ a state gains $|V|$, not infinity. The logarithm therefore runs from about $|V|$ up to the band scale $2E_F$.

As a test, the matrix was diagonalized at $|V|/E_F=0.0025$ and the gain integrated from $x=10|V|$ to $100|V|$. This window contributed 2.3014. The next term of the root, $-V^4/(8x^3)$, adds $-\tfrac18(10^{-2}-10^{-4})\approx-0.0012$ to $B$, which accounts for the difference from $\ln10$.

**Q.** Then the condition $G=2k_F$ must matter. What if the filling stops short of the zone boundary?

**A.** Keep $G$ fixed and fill the states up to $|k|=fG/2$ with $f<1$. The velocity in the formulas is now $v=G/2$, its value at the boundary, and the filled states have $q$ from $(1-f)G/2$ to $G/2$. If the smallest $x=vq$ is still much larger than $|V|$, the second-order form holds for all filled states:

$$\frac{\Delta E}{L}\approx\frac2\pi\int_{(1-f)G/2}^{G/2}\frac{V^2}{2vq}\,dq=\frac{V^2}{\pi v}\ln\frac{1}{1-f}.$$

The logarithm no longer contains $V$, and the gain is an ordinary $V^2$. For $f=0.8$ the formula gives $\ln5=1.6094$. Diagonalizing the two-wave matrix gives 1.6094 both at $|V|=0.01$ and at $|V|=0.001$ of the free energy at the zone boundary (called EF in the numerical output). The wave $k+G$, still left out here, adds $\ln(1+f)$ to the logarithm at weak coupling. For $f=0.8$ the full cosine potential therefore gives $\ln9\approx2.197$, which again does not contain $V$. The singular gain thus requires the Fermi points to meet the zone boundary to within about $|V|/v_F$.

**Q.** Back to the wave $k+G$. You promised to compute what leaving it out costs.

**A.** It lies at least $4E_F$ above $k$, so second order suffices at weak coupling. It lowers the state by $V^2/(2k_F^2+2k_Fk)$. With the same factor $2/\pi$,

$$\frac2\pi\int_0^{k_F}\frac{V^2}{2k_F(k_F+k)}\,dk=\frac{V^2}{\pi k_F}\ln\frac{2k_F}{k_F}=\frac{V^2}{\pi v_F}\ln2 .$$

Close to the boundary the lower state is a mixture of $k$ and $k-G$, so this shift is not quite right there. But that region has a width of order $|V|/v_F$ and the shifts are of order $V^2/E_F$, so the error is at most of order $|V|^3$ and vanishes relative to $V^2$. For the full weak cosine potential, then,

$$B\approx\ln\frac{8E_F}{|V|}+\frac12 .$$

The leading logarithm is unchanged, and the constant is not. With nine plane waves instead of two, diagonalization at $|V|/E_F=0.0025$ raises $B$ by 0.6931, which is $\ln2$ to the digits shown.

**Q.** Put in numbers.

**A.** Take the round model values $E_F=4$ eV and $|V|=0.1$ eV, which stand for no particular material. Then $k_F=1.0246$ Å$^{-1}$, the period is 3.066 Å and the gap is 0.2 eV. Since $E_F=\hbar v_Fk_F/2$,

$$\hbar v_F=\frac{2\times4}{1.0246}=7.808\ \text{eV Å},\qquad \frac{V^2}{\pi\hbar v_F}=\frac{0.01}{\pi\times7.808}=4.077\times10^{-4}\ \text{eV/Å}.$$

The leading logarithm is $\ln40=3.689$, so the leading gain is

$$4.077\times10^{-4}\times3.689=1.504\times10^{-3}\ \text{eV/Å},$$

or $2.92\times10^{-5}$ hartree/bohr. The two-wave bracket is $B=5.575$, which gives $2.273\times10^{-3}$ eV/Å, or $4.42\times10^{-5}$ hartree/bohr. Nine plane waves give $B=6.268$ and $2.555\times10^{-3}$ eV/Å.

The leading term is thus 66% of the two-wave gain, and the two-wave gain is 89% of the many-wave one. The density is 0.6523 electrons per Å, so the two-wave gain per electron is $2.273\times10^{-3}/0.6523=3.5\times10^{-3}$ eV. This is far below $|V|$, because few electrons lie close enough to the boundary to gain an energy of that size.

**Q.** Is most of the gain at least made near the gap?

**A.** Not if "near" means $x<|V|$, where the gain per state is comparable with $|V|$. In the example the two-wave bracket divides as follows:

- $x$ from 0 to $|V|$: 1.296
- $x$ from $|V|$ to $10|V|$: 2.201
- $x$ from $10|V|$ to $2E_F$: 2.078

The first window holds 23% of the gain. The first two together hold 63%, although they cover only the eighth of the filled states nearest the boundary. The last runs from 1 to 8 eV, and its share is close to $\ln8=2.079$. The middle one falls short of $\ln10$ because $\sqrt{x^2+V^2}-x=V^2/(\sqrt{x^2+V^2}+x)$ is smaller than $V^2/(2x)$, most noticeably near $x=|V|$.

**Q.** I still distrust the counting. An integral can hide a wrong factor for spin or for the two signs of $k$.

**A.** The counting can be replaced by a finite ring. Take 4000 periods, with the allowed wavenumbers midway between the multiples of $G/4000$ so that none falls exactly on the zone boundary. List the two-wave levels of both bands, and put two electrons in each of the lowest 4000. Subtract the energy from that of the free electrons filled in the same way, and divide by the length. For the example this gives $2.2729\times10^{-3}$ eV/Å, equal to the closed form to the digits shown.

**Q.** Why care about a logarithm that is so slow to dominate?

**A.** Because at zero temperature it lets a potential arise by itself however stiff the lattice is. A gain simply proportional to $V^2$ would do so only if the lattice were soft enough. Suppose that a lattice distortion produces $V$ and costs an elastic energy $\kappa V^2$ per length, with $\kappa$ a constant. With the lattice treated as static, the net energy change in the two-wave model at weak coupling is

$$W(V)=\kappa V^2-\frac{V^2}{\pi v_F}\left[\ln\frac{4E_F}{|V|}+\frac12\right].$$

For small enough $V$ the logarithm exceeds any fixed $\pi v_F\kappa$, so $W<0$: at zero temperature the undistorted chain is unstable however stiff it is. At a finite temperature the logarithm is cut off by $k_BT$, and a stiff enough chain stays undistorted. For $V>0$, differentiating the logarithm gives a term $+V/(\pi v_F)$, which cancels the one from the constant $1/2$:

$$\frac{dW}{dV}=2V\left[\kappa-\frac{1}{\pi v_F}\ln\frac{4E_F}{V}\right]=0
\quad\Rightarrow\quad V_0=4E_F\,e^{-\pi v_F\kappa}.$$

At this point the logarithm equals $\pi v_F\kappa$, so the elastic term cancels and $W(V_0)=-V_0^2/(2\pi v_F)$. This is the Peierls instability in its simplest form. The expansion requires $V_0\ll E_F$, hence a stiff lattice with $\pi v_F\kappa$ well above $\ln4$. The constant matters here too: with the wave $k+G$ included, the 4 becomes 8 and the predicted $V_0$ doubles.

**Q.** And when should I not believe any of this for a real chain of atoms?

**A.** When one of the assumptions fails. The temperature must be low enough that few electrons are excited across the gap, so $k_BT\ll|V|$. The Fermi points must match the zone boundary. In a real crystal, electrons also move between chains, which makes $k_F$ vary with the transverse wavenumber. If the potential is in phase on all chains and that variation is much larger than $|V|/v_F$, most states are mismatched, as in the partly filled case, and I expect the logarithm to be cut off by the mismatch instead of by $|V|$. A potential whose phase changes from chain to chain can restore part of the match, a case not treated here. Interactions between electrons and the motion of the lattice are left out altogether, and I make no estimate of their size here.

## Numbers as computed

```
Fermi energy EF = 4.000 eV
matrix element |V| = 0.100 eV
ratio |V|/EF = 0.0250
Fermi wavenumber kF = 1.0246 1/angstrom
period pi/kF = 3.0661 angstrom
hbar vF = 7.8077 eV angstrom
electron density 2 kF/pi = 0.6523 1/angstrom
gap on the finite ring = 0.2000 eV
prefactor V^2/(pi hbar vF) = 4.0769e-04 eV/angstrom
ln(EF/|V|) = 3.6889
two-wave bracket, closed form = 5.5752
ln(4 EF/|V|) + 1/2 = 5.5752
many-wave bracket = 6.2681
ln(8 EF/|V|) + 1/2 = 6.2683
leading gain = 1.5039e-03 eV/angstrom = 2.9246e-05 hartree/bohr
two-wave gain = 2.2729e-03 eV/angstrom = 4.4202e-05 hartree/bohr
many-wave gain = 2.5554e-03 eV/angstrom = 4.9696e-05 hartree/bohr
finite-ring two-wave gain = 2.2729e-03 eV/angstrom
leading / two-wave gain = 0.6617
two-wave / many-wave gain = 0.8895
two-wave gain per electron = 3.4845e-03 eV
two-wave bracket by window of x = hbar vF q:
  0 to |V|: 1.2956
  |V| to 10|V|: 2.2014
  10|V| to 2EF: 2.0782
decade 10|V| to 100|V| at |V|/EF = 0.0025: 2.3014
ln 10 = 2.3026
filling to 0.8 G/2: bracket at |V| = 0.01 EF: 1.6094
filling to 0.8 G/2: bracket at |V| = 0.001 EF: 1.6094
its limit ln(1/(1-f)) = 1.6094
extra bracket from further waves at |V|/EF = 0.0025: 0.6931
ln 2 = 0.6931
coefficient of (V/EF)^2 in the bracket = 0.031250, 1/32 = 0.031250
|V|/EF, two-wave bracket, ln(EF/|V|), leading share:
  1e-01  4.1892  2.3026  0.5496
  1e-02  6.4915  4.6052  0.7094
  1e-04  11.0966  9.2103  0.8300
  1e-08  20.3070  18.4207  0.9071
  1e-30  70.9638  69.0776  0.9734
```
